Tafel slopes of hydrogen evolution for three rate-limiting steps

**Problem**

Hydrogen is evolved on a metal cathode in strong acid. An adsorbed atom H* forms on a free site * and then leaves by one of two routes:

Volmer: H⁺ + e⁻ + * → H*
Heyrovsky: H* + H⁺ + e⁻ → H₂ + *
Tafel: 2 H* → H₂ + 2 *

Find the Tafel slope at 298 K when each step in turn limits the rate. Take symmetry factors of one half, low hydrogen coverage and one removal route at a time. Then find the range of potential in which the answers hold.

The overpotential η is the electrode potential minus the equilibrium potential of the overall reaction, so η is negative here. Define

x = −e η/(kT) > 0.

The Tafel slope is b = d|η|/d log₁₀ j, where j is the magnitude of the current density. The acid is concentrated and stirred, so the proton activity at the surface is constant. Potential drops in the solution are neglected at first.

**Hints**

1. Write j ∝ e^(αx) and look for α. The slope follows from α and the temperature.
2. A step that transfers no electron has no direct dependence on potential. Ask what its reactant depends on.
3. If a fast step precedes the slow one, its forward and backward rates nearly balance. Does anything precede the Volmer step?
4. Keep the backward rates until you know when they may be dropped.

**Solution**

*From exponent to slope.* Since |η| = (kT/e)x and log₁₀ j = ln j/ln 10,

b = (kT/e) ln 10/α, α = d ln j/dx.

At 298 K, kT/e = 25.680 mV, so (kT/e) ln 10 = 59.13 mV.

*Rates.* Let θ be the fraction of sites covered. Adsorbed atoms do not interact (the Langmuir model). A cathodic overpotential lowers the free energy of an electron-transfer step by e|η|. The symmetry factor β is the share of this change that lowers the forward barrier; the remaining share, 1 − β, raises the backward barrier.

At equilibrium the coverage is θ₀ and each step runs equally fast both ways, at its exchange rate r per site. Measure the coverages relative to equilibrium:

u = θ/θ₀, w = (1 − θ)/(1 − θ₀).

The net rates per site are then

v_V = r_V [w e^(βx) − u e^(−(1−β)x)]
v_H = r_H [u e^(βx) − w e^(−(1−β)x)]
v_T = r_T [u² − w²].

The squares appear because the Tafel step needs two atoms and its reverse needs two free sites. All three rates vanish at x = 0, where u = w = 1.

In the steady state atoms arrive as fast as they leave, and a Tafel event removes two:

v_V = v_H + 2 v_T.

With Γ sites per unit area, the electrons consumed give

j = eΓ(v_V + v_H) = 2eΓ(v_H + v_T).

At low coverage, θ and θ₀ are both much less than 1, so w ≈ 1.

*Slow Volmer step.* Nothing precedes this step, so no pre-equilibrium is needed. The ratio of its backward to its forward rate is u e^(−x), which is small because the fast removal step keeps u from growing. The rate is therefore

v_V ≈ r_V e^(βx), α = β = 1/2,

b = 59.13 mV/0.5 = 118.3 mV per decade.

If Heyrovsky follows, v_H = v_V and j = 2eΓv_V. If Tafel follows, v_H = 0 and j = eΓv_V. The factor of two shifts the Tafel line without changing its slope.

*Volmer pre-equilibrium.* When the Volmer step is fast and removal is slow, the two terms of v_V nearly cancel:

w e^(βx) = u e^(−(1−β)x), so u/w = e^x.

The symmetry factor has dropped out, as it must from an equilibrium. In terms of coverage,

θ/(1 − θ) = K₀ e^x, K₀ = θ₀/(1 − θ₀) = exp(−G/kT),

where G is the free energy of forming H* from half an H₂ molecule. At low coverage u ≈ e^x.

*Slow Heyrovsky step.* Its forward rate is

v_H ≈ r_H u e^(βx) = r_H e^((1+β)x), α = 1 + β = 3/2,

b = 59.13 mV/1.5 = 39.4 mV per decade.

The 1 comes from the growing supply of H*, and β from the barrier of the slow step itself.

*Slow Tafel step.* Here

v_T ≈ r_T u² = r_T e^(2x), α = 2,

b = 59.13 mV/2 = 29.6 mV per decade.

The potential acts through the coverage, which enters squared. This slope does not depend on β.

*Lower edge of the range: back reaction.* Keep both terms of the slow step and put the other step in equilibrium, with w ≈ 1.

- Slow Volmer, Heyrovsky in equilibrium: u = e^(−x), so v_V = r_V e^(βx)(1 − e^(−2x)).
- Slow Volmer, Tafel in equilibrium: u = 1, so v_V = r_V e^(βx)(1 − e^(−x)).
- Slow Heyrovsky: u = e^x, so v_H = r_H e^((1+β)x)(1 − e^(−2x)).
- Slow Tafel: u = e^x, so v_T = r_T e^(2x)(1 − e^(−2x)).

The second case differs because the Volmer step must occur twice per H₂ molecule, so each occurrence has half the total driving force. At η = −50 mV its factor is 0.857, against 0.980 in the other cases. Its exponent there is

α = β + e^(−x)/(1 − e^(−x)) = 0.5 + 0.143/0.857 = 0.67,

which would give an apparent slope near 89 mV per decade. In general a factor 1 − e^(−nx) adds n/(e^(nx) − 1) to the exponent. Requiring this to be below 1% of α puts the lower edge at about −80, −140, −65 and −60 mV for the four cases in the order listed.

*Upper edge: coverage.* Differentiating ln θ − ln(1 − θ) = ln K₀ + x gives d ln θ/dx = 1 − θ. Away from the back-reaction region, the exponents at any coverage in pre-equilibrium, for adsorbed atoms that do not interact, are therefore

Heyrovsky: α = β + 1 − θ
Tafel: α = 2(1 − θ).

*Upper edge: supply.* The Volmer step must also stay fast enough. For a slow Heyrovsky step, with w ≈ 1 and the Heyrovsky back reaction dropped, v_V = v_H divided by e^(βx) reads

r_V(1 − u e^(−x)) = r_H u, so u = e^x/[1 + (r_H/r_V)e^x].

Pre-equilibrium requires (r_H/r_V)e^x ≪ 1. For a slow Tafel step, v_V = 2v_T with u ≈ e^x on the right gives

1 − u e^(−x) ≈ 2(r_T/r_V) e^((2−β)x),

which must also be small. Because this quantity grows with x, a Volmer step that is fast near equilibrium can become limiting at higher drive. With r_V = 1 s⁻¹ and r_T = 10⁻³ s⁻¹, the full steady-state equations give 115.8 mV per decade at −250 mV, within about 2% of the slow-Volmer value.

*Numbers.* Take G = 0.30 eV and 1.4 × 10¹⁵ sites/cm². Then K₀ = 8.44 × 10⁻⁶ and eΓ = 224.3 µC/cm². The slow step has an exchange rate of 10⁻³ s⁻¹. The fast step has 10² s⁻¹ when it follows a slow Volmer step, and 10³ s⁻¹ when it is the Volmer step.

At −200 mV, x = 200/25.68 = 7.79. For slow Volmer followed by Heyrovsky,

j = 2 × 224.3 µC/cm² × 10⁻³ s⁻¹ × e^(3.89) = 0.022 mA/cm².

At −100 mV, x = 3.89. The same prefactor multiplies e^(5.84) for slow Heyrovsky, giving 0.154 mA/cm², and e^(7.79) for slow Tafel, giving 1.08 mA/cm². The coverage is 4.1 × 10⁻⁴ in both cases.

Solving the full steady state numerically and differentiating the current gives, in mV per decade:

- slow Volmer at −200 mV: 118.26 with Heyrovsky following, 118.16 with Tafel following;
- slow Heyrovsky at −100 mV: 39.41;
- slow Tafel at −100 mV: 29.60.

All four agree with the formulas to within 0.5%. The pre-equilibrium coverage reaches 1% at −182 mV for G = 0.30 eV; this edge moves one for one with G, to −82 mV for 0.20 eV and −332 mV for 0.45 eV. There the Heyrovsky exponent is 1.49 instead of 1.50, so the low-coverage slope is still good to better than 1%, provided the Volmer step keeps up. In the slow-Heyrovsky example it does, since (r_H/r_V)e^x is only 0.001 there. In the slow-Tafel example 2(r_T/r_V)e^(3x/2) is already 0.08 there, and the slope stays within 1% of its formula only to about −135 mV. With the rates chosen here, coverage limits a slow Volmer step only far outside the practical range: with Heyrovsky following, θ stays negligible, and with Tafel following it grows slowly and shifts the slope by 1% only near −1.4 V. The practical upper edge comes from effects neglected so far. For slow Volmer followed by Heyrovsky, a series resistance of 1 Ω cm² raises the slope by 1% at about −360 mV (0.5 mA/cm²), and proton depletion across a 0.01 cm layer of 1 M acid does so at about −510 mV (9 mA/cm²).

*The real case.* The adsorption free energy and site density are rough values for gold, which binds hydrogen weakly, in about 1 M strong acid. The exchange rates were chosen to make each step slow in turn and do not identify the mechanism on gold. Several neglected effects move the slopes:

- **Resistance.** A series resistance R adds ln 10 × jR to the slope. With R = 1 Ω cm², the slow-Tafel value rises from 29.6 to 32.1 mV per decade at 1.08 mA/cm². At 10 mA/cm² the added term would be 23 mV per decade, so data at such currents need a resistance correction before a mechanism is inferred.
- **Diffuse layer.** Let a share s of each potential change fall between the bulk solution and the reaction plane. Protons are enriched there, which adds s to the exponent, while the barrier feels only 1 − s of the change. A slow Volmer step then has α = s + β(1 − s) = β + (1 − β)s. A mean-field (Gouy–Chapman) estimate with −10 µC/cm² and a total capacitance of 20 µF/cm² gives s = 0.067, which lowers 118 to 111 mV per decade; charges from −5 to −20 µC/cm² give 109 to 113. The Heyrovsky slope falls to 38.6. At this concentration the estimate shows only the size of the effect.
- **Symmetry factor.** Values of β from 0.4 to 0.6 spread the Volmer slope from 148 to 99 and the Heyrovsky slope from 42 to 37 mV per decade.
- **Temperature.** In a bath at 333 K, with β unchanged, the three slopes become 132, 44 and 33 mV per decade.

**Variation 1: a nearly full surface**

*What happens to the Heyrovsky and Tafel slopes if hydrogen binds strongly?*

Let θ → 1 in the coverage-dependent exponents. For a slow Heyrovsky step α → β, because the supply of H* can no longer grow and only the barrier responds to potential. The slope returns to 118 mV per decade. For a slow Tafel step α → 0: the current reaches a plateau and has no finite Tafel slope.

With G = −0.20 eV and the same exchange rates, the full model gives 118.1 mV per decade for slow Heyrovsky at −100 mV. For slow Tafel, the current at −200 mV is only 1.0004 times that at −100 mV. A slope of 118 mV per decade therefore does not by itself distinguish a slow Volmer step from a slow Heyrovsky step on a full surface.

**Variation 2: slow removal of dissolved hydrogen**

*All surface steps are fast, but H₂ leaves the surface slowly by diffusion. What slope is seen?*

Let h be the H₂ activity at the surface relative to the saturated solution. Diffusion through the stagnant layer requires

h = 1 + j/j_L,

where j_L is the current density that raises h by one. Fast surface steps keep the overall two-electron reaction in equilibrium at the surface, so 2x = ln h. Hence

j = j_L(e^(2x) − 1), α = 2/(1 − e^(−2x)).

The exponent tends to 2, as for a slow Tafel step. With a layer of 0.01 cm and j_L = 0.77 mA/cm², the numerical slope at −60 mV is 29.3 mV per decade. The predicted current there is about 80 mA/cm² and h is about 100. The model leaves out bubbles, which may well form at such supersaturation. It also holds the proton activity fixed, although proton depletion across a layer this thick would raise the slope by a few millivolts per decade. Resistance is neglected too: at 80 mA/cm², a series resistance of 1 Ω cm² would add about 185 mV per decade, so uncorrected data would show a much larger slope than 29.3.

Stirring separates the two explanations. To see how, include h in the slow-Tafel rate at low coverage, with j₀ = 2eΓr_T:

j = j₀(e^(2x) − h) = j₀(e^(2x) − 1 − j/j_L).

Collecting the terms in j gives

j = j₀(e^(2x) − 1)/(1 + j₀/j_L).

The slope is the same for any ratio j₀/j_L, but the size of the current is not. If j₀ ≪ j_L, the surface reaction controls the current and stirring hardly matters. If j₀ ≫ j_L, the current at fixed η is proportional to j_L and rises as the diffusion layer is thinned. The slow-Tafel example has j₀ = 4.5 × 10⁻⁴ mA/cm², far below j_L, so it belongs to the first case.

Table of computed values

```
Temperature 298 K; kT/e = 25.680 mV
(kT/e) ln10 = 59.13 mV
Adsorption free energy 0.30 eV; K0 = 8.441e-06
Site density 1.4e+15 /cm2; charge 224.3 uC/cm2
Slow exchange rate 1e-03 /s per site
Fast exchange rate: 1e2 /s after slow Volmer, 1e3 /s for fast Volmer
Volmer (then Heyrovsky) slow, eta = -200 mV:
  slope formula 118.26, model 118.26 mV/decade
  |j| = 0.0220 mA/cm2; coverage = 3.58e-09
  back-reaction factor at -50 mV = 0.9796
  slope with transport 118.26, with resistance 118.31 mV/decade
Volmer (then Tafel) slow, eta = -200 mV:
  slope formula 118.26, model 118.16 mV/decade
  |j| = 0.0110 mA/cm2; coverage = 8.44e-06
  back-reaction factor at -50 mV = 0.8573
  slope with transport 118.16, with resistance 118.19 mV/decade
Heyrovsky slow, eta = -100 mV:
  slope formula 39.42, model 39.41 mV/decade
  |j| = 0.1543 mA/cm2; coverage = 4.14e-04
  back-reaction factor at -50 mV = 0.9796
  slope with transport 39.42, with resistance 39.77 mV/decade
Tafel slow, eta = -100 mV:
  slope formula 29.56, model 29.60 mV/decade
  |j| = 1.0793 mA/cm2; coverage = 4.14e-04
  back-reaction factor at -50 mV = 0.9795
  slope with transport 29.67, with resistance 32.08 mV/decade
Heyrovsky slow: coverage ratio / equilibrium value = 0.99995
Tafel slow: coverage ratio / equilibrium value = 0.99931
Pre-equilibrium coverage reaches 1% at -182 mV
beta = 0.4: V, H, T slopes = 147.8, 42.2, 29.6 mV/decade
beta = 0.6: V, H, T slopes = 98.5, 36.9, 29.6 mV/decade
Full surface (adsorption -0.20 eV), Heyrovsky slow: 118.1 mV/decade
Full surface, Tafel slow: j(-200 mV)/j(-100 mV) = 1.0004
Volmer exchange 1 /s, Tafel 1e-03 /s, -250 mV: 115.8 mV/decade
Fast kinetics, slow H2 removal, -60 mV: 29.29 mV/decade
Transport scales: protons 0.87 A/cm2, H2 0.77 mA/cm2
Resistance used 1.0 ohm cm2; layer 0.01 cm
Diffuse layer: charge -10 uC/cm2, capacitance 20 uF/cm2
  share of potential 0.0666; V, H slopes = 110.9, 38.6 mV/decade
Repulsion 0.30 eV: d ln(theta)/dx = 0.9948
At 333 K: V, H, T slopes = 132.1, 44.0, 33.0 mV/decade
Largest rate constant 1.40e+12 /s; kT/h = 6.21e+12 /s
```
